# Core Photoelectrons from a Coated Sphere and the Planar Thickness Error: a numerical check

```python
# RESULT UNDER TEST
# A large sphere (radius R) with a thin uniform shell (thickness t) transmits
# the fraction T = 2*E3(x), x = t/L, of its core photoelectron signal.
# The planar equation t_planar = -L*ln(T) overestimates t by a factor that
# tends to 2 as x -> 0 and falls towards 1 for thick shells.
# L: attenuation length of the core line in the shell
# L_shell: attenuation length of the shell line in the shell
# L_core: attenuation length of the core line in the core
# mu: cosine between local surface normal and analyser axis
# Assumed: straight paths, distant analyser, evenly lit visible hemisphere.
# All lengths are in nm.
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expn


def sphere_T(x):
    return 2.0 * expn(3, x)


def planar_factor(x):
    return -np.log(sphere_T(x)) / x


def thickness_from_T(T, L):
    return L * brentq(lambda x: sphere_T(x) - T, 1e-12, 50.0)


R, t = 1000.0, 0.34
L, L_shell, L_core = 1.7, 2.8, 1.1
xray_length, source_deg = 300.0, 55.0
albedo_shell, albedo_core = 0.10, 0.25
x = t / L
T = sphere_T(x)

# ---- Direct integration over emission points in the volume ----
nodes, weights = np.polynomial.legendre.leggauss(240)
unit, unit_w = 0.5 * (nodes + 1.0), 0.5 * weights


def exit_distance(r, mu, radius):
    root = np.sqrt((radius - r) * (radius + r) + (r * mu) ** 2)
    return root - r * mu


def core_volume_signal(radius, shell):
    depth_max = 40.0 * L_core
    depth = depth_max * unit**3
    depth_w = depth_max * 3.0 * unit**2 * unit_w
    r = (radius - depth)[:, None]
    total = 0.0
    for sign in (1.0, -1.0):
        mu = sign * unit[None, :] ** 2
        mu_w = 2.0 * unit * unit_w
        in_core = exit_distance(r, mu, radius)
        in_shell = exit_distance(r, mu, radius + shell) - in_core
        f = r**2 * np.exp(-in_core / L_core - in_shell / L)
        total += 2.0 * np.pi * depth_w @ f @ mu_w
    return total


def shell_volume_signal(radius, shell):
    depth = shell * unit**3
    depth_w = shell * 3.0 * unit**2 * unit_w
    r = (radius + shell - depth)[:, None]
    mu = unit[None, :] ** 2
    path = exit_distance(r, mu, radius + shell)
    f = r**2 * np.exp(-path / L_shell)
    return 2.0 * np.pi * depth_w @ f @ (2.0 * unit * unit_w)


R_big = 1.0e5
bare_big = core_volume_signal(R_big, 0.0)
assert abs(bare_big / (np.pi * R_big**2 * L_core) - 1.0) < 3e-4
for shell in (0.05, t, 2.0, 5.0):
    direct = core_volume_signal(R_big, shell) / bare_big
    assert abs(direct - sphere_T(shell / L)) < 2e-4
    direct_shell = shell_volume_signal(R_big, shell)
    direct_shell /= np.pi * R_big**2 * L_shell
    expected = 1.0 - sphere_T(shell / L_shell)
    assert abs(direct_shell / expected - 1.0) < 2e-3
T_volume = core_volume_signal(R_big, t) / bare_big

# ---- Limits and shape of the planar overestimate ----
for small in (1e-3, 3e-3):
    series = 2.0 + small * (np.log(small) + np.euler_gamma + 0.5)
    assert abs(planar_factor(small) - series) < 3e-4
grid = np.geomspace(1e-5, 40.0, 400)
factors = planar_factor(grid)
assert np.all(np.diff(factors) < 0.0)
assert np.all((factors > 1.0) & (factors < 2.0))
for point in (0.05, x, 2.0):
    step = 1e-4 * point
    slope = -(np.log(sphere_T(point + step))
              - np.log(sphere_T(point - step))) / (2.0 * step)
    mean = quad(lambda m: np.exp(-point / m), 0, 1)[0]
    mean /= quad(lambda m: m * np.exp(-point / m), 0, 1)[0]
    assert abs(slope - mean) < 1e-5
    assert abs(mean - expn(2, point) / expn(3, point)) < 1e-7
thick = 1.0 + np.log((30.0 + 3.0) / 2.0) / 30.0
assert abs(planar_factor(30.0) - thick) < 3e-4


# ---- Planar equation based on the ratio of shell and core lines ----
def two_line_planar(shell):
    ratio = (1.0 - sphere_T(shell / L_shell)) / sphere_T(shell / L)

    def mismatch(d):
        return -np.expm1(-d / L_shell) * np.exp(d / L) - ratio
    return brentq(mismatch, 0.0, 10.0 * shell, xtol=1e-14)


assert abs(two_line_planar(1e-4) / 1e-4 - 2.0) < 5e-3


# ---- Finite radius: exact chord through the shell ----
def finite_radius_T(radius, shell):
    def bare(m):
        return 2.0 * m * -np.expm1(-2.0 * m * radius / L_core)

    def coated(m):
        a = m * radius
        extra = 2.0 * radius * shell + shell**2
        path = extra / (a + np.sqrt(a**2 + extra))
        return bare(m) * np.exp(-path / L)
    cuts = [0.001, 0.01, 0.03, 0.1, 0.3]
    opts = dict(points=cuts, epsabs=1e-12, epsrel=1e-11, limit=300)
    return quad(coated, 0, 1, **opts)[0] / quad(bare, 0, 1, **opts)[0]


T_finite = finite_radius_T(R, t)
curvature = T_finite / T - 1.0
assert abs(curvature / (t / R) - 1.0) < 0.03
T_finite_volume = core_volume_signal(R, t) / core_volume_signal(R, 0.0)
assert abs(T_finite_volume - T_finite) < 2e-4

# ---- Opaque sphere lit from an oblique source ----
delta = np.deg2rad(source_deg)


def lit_fraction(m):
    edge = -m / (np.tan(delta) * np.sqrt(1.0 - m**2))
    return np.arccos(np.clip(edge, -1.0, 1.0)) / np.pi


def lit_integral(function):
    return quad(lambda m: lit_fraction(m) * function(m), 0, 1,
                points=[np.sin(delta)], limit=200)[0]


lit_area = lit_integral(lambda m: m)
shadow_limit = lit_integral(lambda m: 1.0) / lit_area
lune = 4.0 * (np.pi - delta) / (np.pi * (1.0 + np.cos(delta)))
assert abs(shadow_limit - lune) < 1e-6
T_shadow = lit_integral(lambda m: m * np.exp(-x / m)) / lit_area


# ---- Elastic scattering: isotropic transport, reversed rays ----
# Fluence of reversed rays is solved cell by cell in optical depth.
def core_fluence(shell_depth, w_shell, w_core, incidence):
    edges = shell_depth + 18.0 * np.linspace(0.0, 1.0, 260) ** 2
    n_shell = 0
    if shell_depth > 0.0:
        n_shell = 15
        film = np.linspace(0.0, shell_depth, n_shell + 1)
        edges = np.concatenate([film[:-1], edges])
    width = np.diff(edges)
    albedo = np.full(width.size, w_core)
    albedo[:n_shell] = w_shell
    K = expn(3, np.abs(edges[:, None] - edges[None, :]))
    pair = K[1:, :-1] + K[:-1, 1:] - K[:-1, :-1] - K[1:, 1:]
    pair += np.diag(2.0 * width)
    if incidence == "sphere":
        tail = 2.0 * expn(3, edges)
    else:
        tail = np.exp(-edges)
    source = tail[:-1] - tail[1:]
    matrix = np.diag(width) - 0.5 * pair * albedo[None, :]
    fluence = np.linalg.solve(matrix, source)
    return np.sum((width * fluence)[n_shell:])


# Independent check: absorbed fraction of a half-space from its H-function.
H = np.ones_like(unit)
root = np.sqrt(1.0 - albedo_core)
for _ in range(200):
    kernel = unit[None, :] / (unit[:, None] + unit[None, :])
    H = 1.0 / (root + 0.5 * albedo_core * kernel @ (unit_w * H))
H_normal = 1.0 / (root + 0.5 * albedo_core
                  * np.sum(unit_w * unit * H / (1.0 + unit)))
absorbed = (1.0 - albedo_core) * core_fluence(0.0, 0.0, albedo_core, "plate")
assert abs(absorbed - H_normal * root) < 1e-3

T_scatter = {}
for shape in ("sphere", "plate"):
    coated = core_fluence(x, albedo_shell, albedo_core, shape)
    bare = core_fluence(0.0, albedo_shell, albedo_core, shape)
    T_scatter[shape] = coated / bare
plate_depth = -np.log(T_scatter["plate"])
scatter_factor = -np.log(T_scatter["sphere"]) / plate_depth
scatter_recovery = thickness_from_T(T_scatter["sphere"], 1.0) / plate_depth

# ---- Worked example ----
t_planar = -L * np.log(T)
t_two_line = two_line_planar(t)
t_recovered = thickness_from_T(T_volume, L)
assert abs(t_recovered - t) < 1e-3

print("INPUTS (rough typical values)")
print(f"nickel sphere radius: {R:.0f} nm")
print(f"one graphene layer, thickness t: {t:.2f} nm")
print(f"nickel line in carbon, L: {L:.1f} nm")
print(f"carbon line in carbon, L_shell: {L_shell:.1f} nm")
print(f"nickel line in nickel, L_core: {L_core:.1f} nm")
print("PLANAR OVERESTIMATE t_planar/t (dimensionless)")
for value in (0.001, 0.01, 0.1, 0.5, 1.0, 3.0, 10.0):
    print(f"t/L = {value:g}: T = {sphere_T(value):.5g},"
          f" factor = {planar_factor(value):.4f}")
print("EXAMPLE")
print(f"t/L: {x:.3f}")
print(f"core transmission 2E3: {T:.5f}")
print(f"transmission by volume integration: {T_volume:.5f}")
print(f"transmission of same film on a plate: {np.exp(-x):.5f}")
print(f"planar thickness, core line only: {t_planar:.3f} nm")
print(f"planar thickness / t: {t_planar / t:.3f}")
print(f"planar thickness, two lines: {t_two_line:.3f} nm")
print(f"two-line planar thickness / t: {t_two_line / t:.3f}")
print(f"thickness from volume T by 2E3: {t_recovered:.4f} nm")
print("NEGLECTED: CURVATURE")
print(f"relative change of T: {100 * curvature:.4f} %")
print(f"t/R: {100 * t / R:.4f} %")
print(f"longest shell path: {np.sqrt(2 * R * t + t**2):.1f} nm")
print("NEGLECTED: X-RAY SHADOW")
print(f"X-ray attenuation length in nickel: {xray_length:.0f} nm")
print(f"sphere diameter / that length: {2 * R / xray_length:.1f}")
print(f"source angle from analyser: {source_deg:.0f} degrees")
print(f"thin-shell factor with shadow: {shadow_limit:.4f}")
print(f"transmission with shadow: {T_shadow:.5f}")
print(f"planar thickness: {-L * np.log(T_shadow):.3f} nm")
print(f"2E3 thickness: {thickness_from_T(T_shadow, L):.3f} nm")
print("NEGLECTED: ELASTIC SCATTERING (isotropic model)")
print(f"albedo of shell: {albedo_shell:.2f}; of core: {albedo_core:.2f}")
print(f"transmission, sphere: {T_scatter['sphere']:.5f}")
print(f"transmission, plate: {T_scatter['plate']:.5f}")
print(f"planar factor, L calibrated on plate: {scatter_factor:.3f}")
print(f"2E3 thickness / t, same calibration: {scatter_recovery:.3f}")
print("no test failed")
```

It prints:

```
INPUTS (rough typical values)
nickel sphere radius: 1000 nm
one graphene layer, thickness t: 0.34 nm
nickel line in carbon, L: 1.7 nm
carbon line in carbon, L_shell: 2.8 nm
nickel line in nickel, L_core: 1.1 nm
PLANAR OVERESTIMATE t_planar/t (dimensionless)
t/L = 0.001: T = 0.99801, factor = 1.9942
t/L = 0.01: T = 0.98055, factor = 1.9638
t/L = 0.1: T = 0.83258, factor = 1.8322
t/L = 0.5: T = 0.44321, factor = 1.6274
t/L = 1: T = 0.21938, factor = 1.5169
t/L = 3: T = 0.017861, factor = 1.3417
t/L = 10: T = 7.0975e-06, factor = 1.1856
EXAMPLE
t/L: 0.200
core transmission 2E3: 0.70389
transmission by volume integration: 0.70389
transmission of same film on a plate: 0.81873
planar thickness, core line only: 0.597 nm
planar thickness / t: 1.756
planar thickness, two lines: 0.611 nm
two-line planar thickness / t: 1.796
thickness from volume T by 2E3: 0.3400 nm
NEGLECTED: CURVATURE
relative change of T: 0.0339 %
t/R: 0.0340 %
longest shell path: 26.1 nm
NEGLECTED: X-RAY SHADOW
X-ray attenuation length in nickel: 300 nm
sphere diameter / that length: 6.7
source angle from analyser: 55 degrees
thin-shell factor with shadow: 1.7653
transmission with shadow: 0.72693
planar thickness: 0.542 nm
2E3 thickness: 0.307 nm
NEGLECTED: ELASTIC SCATTERING (isotropic model)
albedo of shell: 0.10; of core: 0.25
transmission, sphere: 0.71729
transmission, plate: 0.82587
planar factor, L calibrated on plate: 1.737
2E3 thickness / t, same calibration: 0.985
no test failed
```
